# Minimum thickness for a crystal spanning an amorphous film to grow, part 1

(Sections cited here and not found follow in the second part.)

## The spanning cylinder and its threshold

Suppose that an amorphous oxide film between two metal electrodes releases energy when it crystallizes, and that its fate is judged from this bulk energy and the cost of the boundary between crystal and glass alone. For a film 0.5 nm thick, with the model numbers used below, a crystalline column of radius 10 nm then appears to lower the energy by about 440 eV. The conclusion would be that any crystal which gets past a small critical radius grows on by itself, so that a longer anneal or a larger seed will crystallize the film. If replacing glass by crystal at the two electrodes costs enough, that conclusion has the wrong sign. The same column raises the energy by about 126 eV, and a wider one raises it further. No seed size helps, because the obstacle grows with the area of the crystal just as the gain does.

To find when this happens, take a film of uniform thickness $h$ between flat, rigid electrodes. A crystal in the form of a straight cylinder of radius $r$ reaches from the bottom electrode to the top one. Interfaces are treated as sharp, their energies as independent of direction, and the crystal as having the same density as the glass, so that $h$ does not change on crystallization. Elastic and electrostatic energies are left out at first and are sized in the second half. Temperature is fixed, and every energy below is a free energy at that temperature.

Let $f_a$ be the free energy per volume of the amorphous material and $f_c$ that of the crystal. The bulk gain is

$$
g=f_a-f_c>0 .
$$

The positive sign is what a favourable bulk crystallization energy means here. Let $\gamma>0$ be the energy per area of the crystal/amorphous interface. At the bottom electrode the amorphous film has interface energy $\sigma_{ab}$ and the crystal has $\sigma_{cb}$; at the top electrode the two are $\sigma_{at}$ and $\sigma_{ct}$. The electrodes are present before and after crystallization, so what will matter is the change in their interface energy:

$$
\delta_b=\sigma_{cb}-\sigma_{ab},\qquad
\delta_t=\sigma_{ct}-\sigma_{at},\qquad
\Delta=\delta_b+\delta_t .
$$

A positive $\delta$ means that the electrode is in contact with the crystal at a higher energy than with the glass. This is the added electrode-interface energy. Either $\delta$ may be negative, although $\sigma_{cb}$ and $\sigma_{ct}$ are themselves positive.

Now take a patch of film of area $A_0$, larger than the base of the cylinder. Before crystallization its energy is

$$
F_0=A_0hf_a+A_0(\sigma_{ab}+\sigma_{at}).
$$

Afterwards an area $\pi r^2$ is crystalline through the whole thickness, the remaining area $A_0-\pi r^2$ is still amorphous, and a side wall of area $2\pi rh$ has appeared:

$$
\begin{aligned}
F_1={}&(A_0-\pi r^2)hf_a+\pi r^2hf_c+2\pi rh\gamma\\
&+(A_0-\pi r^2)(\sigma_{ab}+\sigma_{at})
+\pi r^2(\sigma_{cb}+\sigma_{ct}).
\end{aligned}
$$

In the difference $F_1-F_0$ every term with $A_0$ cancels. The bulk terms leave $\pi r^2h(f_c-f_a)=-\pi r^2hg$. The electrode terms leave $\pi r^2(\sigma_{cb}-\sigma_{ab}+\sigma_{ct}-\sigma_{at})=\pi r^2\Delta$. The formation energy of the cylinder is therefore

$$
E(r)=2\pi rh\gamma-\pi r^2hg+\pi r^2\Delta
=2\pi rh\gamma-\pi r^2(hg-\Delta).
$$

The three contributions scale differently. The side wall costs energy in proportion to $rh$. The bulk gain goes as $r^2h$, and the electrode cost as $r^2$ with no factor of $h$. Widening the crystal makes the side wall unimportant beside the other two, but it leaves the ratio of bulk gain to electrode cost at $hg/\Delta$. Thickness can change that ratio; radius cannot.

A crystal grows spontaneously at radius $r$ if a small increase of $r$ lowers the energy, that is, if $E'(r)<0$. Differentiation gives

$$
E'(r)=2\pi h\gamma-2\pi r(hg-\Delta).
$$

If $hg<\Delta$, the bracket is negative, both terms are positive, and $E'(r)>0$ for every $r$. If $hg=\Delta$, the second term vanishes and $E'(r)=2\pi h\gamma$, which is still positive. If $hg>\Delta$, the second term is negative and grows in proportion to $r$, so it overtakes the first at some finite radius. For $\Delta>0$, growth is thus uphill at every radius if and only if

$$
h\le h_c,\qquad h_c=\frac{\Delta}{g}.
$$

This is the required thickness. It depends on the two electrodes through their sum, so one favourable electrode can compensate an unfavourable one. If $\Delta\le0$, then $hg-\Delta$ is positive for every $h>0$, and this mechanism sets no minimum thickness.

The side energy $\gamma$ is absent from $h_c$. Its role is seen by dividing $E'(r)$ by the perimeter $2\pi r$, which gives the energy needed to advance the wall by unit distance, per unit length of its circumference:

$$
\frac{E'(r)}{2\pi r}=\frac{h\gamma}{r}-(hg-\Delta).
$$

The first term is the resistance due to the curvature of the wall seen from above. It fades as the crystal widens. What remains is the balance for a straight front: each unit of area that it sweeps gains $hg$ and pays $\Delta$. The threshold is the thickness at which a straight front has no reason to advance.

For numbers, take $g=3$ eV/nm³, $\gamma=1$ eV/nm², $\delta_b=0.95$ eV/nm² and $\delta_t=0.85$ eV/nm². These are round model parameters, whose relation to real films is taken up later. The electrode costs add to $\Delta=1.80$ eV/nm², so

$$
h_c=\frac{1.80\ \text{eV/nm}^2}{3\ \text{eV/nm}^3}=0.60\ \text{nm}=6.0\ \text{Å}.
$$

In a film of thickness 0.5 nm, a cylinder of radius 1 nm has a bulk term of $-\pi(1)^2(0.5)(3)=-4.71$ eV, an electrode term of $\pi(1)^2(1.80)=5.65$ eV and a side term of $2\pi(1)(0.5)(1)=3.14$ eV. The total is 4.08 eV. At radius 10 nm the first two terms are a hundred times larger and the third ten times larger: $-471.24$, $565.49$ and $31.42$ eV, with a total of 125.66 eV. Leaving out the electrode term would give $31.42-471.24\approx-440$ eV, the misleading figure of the opening.

The result concerns growth out of an amorphous film. It does not say that a film which is already crystalline everywhere must turn amorphous at once. Such a film has an energy per area higher than the glass by $\Delta-hg$ when $h<h_c$, but to become amorphous it must first open an amorphous hole. A cylindrical hole of radius $r$ removes the crystal's excess energy and creates a side wall, so it costs

$$
E_{\text{hole}}(r)=2\pi rh\gamma-\pi r^2(\Delta-hg).
$$

This has a barrier of its own, at $r=h\gamma/(\Delta-hg)$. A crystalline film below $h_c$ that was made by another route, for example by thinning a thicker crystal, can therefore persist for a time in a metastable state. How long depends strongly on thickness. The barrier of the straight hole, $\pi h^2\gamma^2/(\Delta-hg)$, is 2.62 eV at 0.5 nm but only 0.31 eV at 0.3 nm with the numbers above. These are upper estimates, because a hole that is slightly wider at the electrodes costs less: for the same volume it removes more of the costly contact. At 700 K even 2.62 eV is only 43 $kT$, which at the attempt rate assumed below would soon be overcome somewhere in the film. At 0.5 nm and below, a metastable crystal is therefore to be expected only at much lower temperature, if at all. Closer to $h_c$ the case is different, because the barrier grows without limit as $\Delta-hg$ goes to zero. At 0.55 nm the straight hole costs 6.34 eV, and a hole with the curved wall of lowest barrier still costs about 4.4 eV, or 73 $kT$ at 700 K. In the narrow range from about 0.54 nm up to $h_c$ the crystal can thus survive an anneal at that temperature. The crystal must also keep its contact with the electrodes, which requires that neither electrode cost exceed $\gamma$.

Above the threshold the formation energy has a maximum. Write the net gain per area as

$$
B=hg-\Delta=g(h-h_c)>0 .
$$

Setting $E'(r)=2\pi h\gamma-2\pi rB$ to zero gives the critical radius

$$
r^*=\frac{h\gamma}{B}=\frac{h\gamma}{g(h-h_c)}
=\frac{\gamma/g}{1-h_c/h},
$$

where the last form follows on dividing numerator and denominator by $h$. Since $E''(r)=-2\pi B<0$, the point is a maximum. Its height is

$$
E^*=2\pi h\gamma\frac{h\gamma}{B}-\pi B\frac{h^2\gamma^2}{B^2}
=\frac{\pi h^2\gamma^2}{B}
=\frac{\pi\gamma^2h^2}{g(h-h_c)} .
$$

A cylinder smaller than $r^*$ lowers its energy by shrinking, and a larger one by growing. The total energy is still positive just beyond $r^*$. Factoring $E(r)=\pi r(2h\gamma-rB)$ shows that it returns to zero at $r=2h\gamma/B=2r^*$. Growth is downhill between $r^*$ and $2r^*$ even though the crystal there is costlier than the glass it replaced.

For very thick films $r^*$ tends to $\gamma/g$, the value without electrodes, which is 0.333 nm here. As $h$ falls to $h_c$, both $r^*$ and $E^*$ grow without limit. To see how, put $h=h_c(1+x)$ with $x>0$. Then $h-h_c=xh_c$, and

$$
r^*=\frac{\gamma}{g}\,\frac{1+x}{x},\qquad
E^*=\frac{\pi\gamma^2h_c}{g}\,\frac{(1+x)^2}{x}.
$$

For small $x$ both vary as $1/x$. The change at $h_c$ is thus not a jump from easy growth to none: the critical crystal becomes wider and costlier until it ceases to exist at any finite size.

The barrier of the cylinder also rises in thick films, where $E^*\approx\pi\gamma^2h/g$, because a wall through the full thickness must be built. Between the two limits it has a minimum. Differentiating the factor that depends on $h$,

$$
\frac{d}{dh}\frac{h^2}{h-h_c}
=\frac{2h(h-h_c)-h^2}{(h-h_c)^2}
=\frac{h(h-2h_c)}{(h-h_c)^2}.
$$

This is negative for $h_c<h<2h_c$ and positive beyond, so the least barrier lies at $h=2h_c$. There $h^2/(h-h_c)=4h_c^2/h_c=4h_c$, and

$$
E^*_{\min}=\frac{4\pi\gamma^2h_c}{g}
=\frac{4\pi(1)^2(0.60)}{3}\ \text{eV}=2.51\ \text{eV}.
$$

At an anneal temperature of 700 K, $kT=0.0603$ eV, and this is 41.7 $kT$. At $h=0.8$ nm, $1-h_c/h=0.25$, so the critical radius is $0.333/0.25=1.33$ nm. The barrier is $\pi(0.8)^2/(3\times0.2)=3.35$ eV, or 55.6 $kT$. At 2.0 nm the critical radius is 0.476 nm and the barrier 2.99 eV. At 5.0 nm they are 0.379 nm and 5.95 eV. All these barriers belong to the imposed shape. In a thick film, in particular, a crystal can start without touching both electrodes.

A film slightly thicker than $h_c$ is allowed to crystallize but may not do so in the time of an anneal. A rough kinetic limit follows from an assumed attempt rate of $10^{13}$ per second at each of $10^{14}$ sites per square centimetre. Multiplied by $e^{-60}\approx10^{-26}$, this gives of the order of ten nuclei per second per square centimetre. An anneal of one minute then leaves some hundreds of nuclei per square centimetre, roughly half a millimetre apart. At 60 $kT$ nucleation is thus already sparse, and a capacitor of micrometre size would need a lower barrier. Setting $E^*=60kT$ and clearing the denominator gives

$$
h^2-bh+bh_c=0,\qquad b=\frac{60kT\,g}{\pi\gamma^2}.
$$

The smaller root is

$$
h=\frac{b-\sqrt{b^2-4bh_c}}{2}=0.77\ \text{nm}.
$$

Even at fixed $g$ and $\Delta$ this number depends on temperature, time and $\gamma$, whereas $h_c$ does not. A longer anneal moves the kinetic limit towards $h_c$ but, at fixed $g$ and $\Delta$, cannot carry it below.

For a straight cylinder spanning the film, with $\Delta>0$, growth out of the glass is uphill at every radius when $h\le h_c=\Delta/g$, while above $h_c$ there is a finite barrier that can still prevent crystallization during an anneal. It remains to see whether other shapes or curved walls change this result, how large the neglected elastic and electrostatic energies are, and how the model parameters relate to real films.

Numerical values quoted here were computed with a short program.
